# Light Scattering and Absorption by Merging Powder in a Deposition Reactor

## The problem

When tin dioxide is deposited from the gas phase, part of the material can form solid particles in the gas instead of growing on the substrate. A red beam of wavelength $\lambda$ crosses this powder. At first the powder consists of equal spheres of volume $V$. Later the spheres have merged, eight at a time, into compact spheres of volume $8V$. No solid has been gained or lost, and its density and complex refractive index $m=n+ik$ are the same before and after.

(a) Find how the scattering and absorption cross sections of one small sphere depend on its volume.

(b) By what factors do the total scattering and the total absorption, per length of beam path, change on merging?

(c) Evaluate both for spheres of diameter 10 nm, with $\lambda=633$ nm, $n=2.0$, $k=0.01$, solid density 7 g/cm³, powder loading 1 g per m³ of gas and a path of 0.1 m. What happens to the extinction, the sum of scattering and absorption?

(d) Explain the two factors physically, and find out where they fail.

**Conventions and assumptions.** Fields vary as $e^{-i\omega t}$, so an absorbing solid has $k>0$. The relative permittivity is $\varepsilon=m^2$, and the gas has index 1. Since $k$ denotes the absorption index, the wavenumber is called $q=2\pi/\lambda=\omega/c$. A sphere of radius $a$ has size parameter $x=qa$. Both $x$ and $|m|x$ are small, before and after merging. The spheres are far apart and randomly placed, so their scattered powers add, and light is scattered at most once.

## Hints

1. A sphere much smaller than the wavelength sees a field that is nearly uniform at each instant. Solve the electrostatic problem and find the dipole moment.
2. Radiated power goes as the square of the dipole moment. Absorbed power is heat released throughout the volume.
3. Fixed mass does not mean a fixed number of particles. Write the number density in terms of the volume fraction of solid.
4. For part (d), compare the waves from eight small pieces when they are close together and when they are far apart.

## Full solution

### (a) One small sphere

**The inner field.** Let the incident field have amplitude $E$ along the polar axis. Inside the sphere try a uniform field $E_{\rm in}$; outside, add a dipole term of strength $A$:

$$\Phi_{\rm in}=-E_{\rm in}r\cos\theta,\qquad \Phi_{\rm out}=-Er\cos\theta+\frac{A\cos\theta}{r^2}.$$

The potential is continuous at $r=a$:

$$-E_{\rm in}a=-Ea+\frac{A}{a^2}\quad\Rightarrow\quad \frac{A}{a^3}=E-E_{\rm in}.$$

The normal component of the displacement is also continuous. With $E_r=-\partial\Phi/\partial r$ this reads

$$\varepsilon E_{\rm in}=E+\frac{2A}{a^3}=3E-2E_{\rm in}\quad\Rightarrow\quad E_{\rm in}=\frac{3E}{\varepsilon+2}.$$

The polarization is $\varepsilon_0(\varepsilon-1)E_{\rm in}$. Multiplied by the volume, it gives the dipole moment

$$p=\varepsilon_0\alpha E,\qquad \alpha=3V\,\frac{\varepsilon-1}{\varepsilon+2}.$$

The polarizability $\alpha$ has the unit of a volume and is proportional to $V$.

**Scattering.** At a large distance $r$, an oscillating dipole has field amplitude

$$|E_s|=\frac{q^2|p|\sin\theta}{4\pi\varepsilon_0 r}=\frac{q^2|\alpha||E|\sin\theta}{4\pi r},$$

where $\theta$ is measured from the dipole axis. The cross section is the scattered power divided by the incident intensity. Both intensities carry the factor $\tfrac12\varepsilon_0c$, which cancels:

$$C_{\rm sca}=\int\frac{|E_s|^2}{|E|^2}\,r^2\,d\Omega=\frac{q^4|\alpha|^2}{16\pi^2}\int\sin^2\theta\,d\Omega.$$

With $u=\cos\theta$, the integral is $2\pi\int_{-1}^{1}(1-u^2)\,du=8\pi/3$. Hence

$$C_{\rm sca}=\frac{q^4|\alpha|^2}{6\pi}\;\propto\;V^2.$$

**Absorption.** The polarization current density is $J=-i\omega\varepsilon_0(\varepsilon-1)E_{\rm in}$. The mean heat per volume is

$$\tfrac12{\rm Re}(JE_{\rm in}^*)=\tfrac12\omega\varepsilon_0\,{\rm Im}\,\varepsilon\,|E_{\rm in}|^2,$$

because the real part of $-i(\varepsilon-1)$ is ${\rm Im}\,\varepsilon$. Multiply by $V$, insert $E_{\rm in}$, and divide by the incident intensity $\tfrac12\varepsilon_0c|E|^2$:

$$C_{\rm abs}=qV\,\frac{9\,{\rm Im}\,\varepsilon}{|\varepsilon+2|^2}\;\propto\;V.$$

This equals $q\,{\rm Im}\,\alpha$. To see it, write $(\varepsilon-1)/(\varepsilon+2)=1-3/(\varepsilon+2)$, whose imaginary part is $3\,{\rm Im}\,\varepsilon/|\varepsilon+2|^2$, and multiply by $3V$.

### (b) The whole powder

Let $f$ be the volume of solid per volume of gas. Fixed mass and fixed density mean fixed $f$. The number density is $N=f/V$, so it falls to one eighth on merging. The coefficients per length of path are

$$b_{\rm sca}=NC_{\rm sca}=\frac{f q^4}{6\pi}\left|\frac{\alpha}{V}\right|^2V,\qquad b_{\rm abs}=NC_{\rm abs}=fq\,{\rm Im}\frac{\alpha}{V}.$$

The ratio $\alpha/V$ depends on $\varepsilon$ alone. At fixed $f$, $\lambda$ and $\varepsilon$, total scattering is therefore proportional to the volume of one particle, while total absorption does not depend on it:

$$\frac{b_{\rm sca}'}{b_{\rm sca}}=\frac{8^2}{8}=8,\qquad \frac{b_{\rm abs}'}{b_{\rm abs}}=\frac{8}{8}=1,$$

where primes mark values after merging. For merging in groups of $g$, the factors are $g$ and 1. Both results are of leading order in the size parameter.

If some powder is lost to the walls, both coefficients are also multiplied by the change in $f$. Their ratio $b_{\rm sca}/b_{\rm abs}=C_{\rm sca}/C_{\rm abs}$ contains no $N$, so it still rises eightfold.

### (c) The numbers

The volume fraction is the loading over the solid density:

$$f=\frac{1\ {\rm g/m^3}}{7\times10^6\ {\rm g/m^3}}=1.43\times10^{-7}.$$

A 10 nm sphere has $V=523.6$ nm³. Since 1 cm³ is $10^{21}$ nm³, $N=f/V=2.73\times10^{11}$ cm⁻³. The merged spheres have twice the diameter, 20 nm, and $N'=3.41\times10^{10}$ cm⁻³.

For the cross sections, put $\alpha=4\pi a^3K$ with $K=(\varepsilon-1)/(\varepsilon+2)=0.5000+0.00333\,i$. The formulas of part (a) become

$$C_{\rm sca}=\frac{8\pi}{3}x^4a^2|K|^2,\qquad C_{\rm abs}=4\pi x a^2\,{\rm Im}K.$$

With $a=5$ nm and $x=0.0496$,

$$C_{\rm sca}\approx8.38\times(0.0496)^4\times25\times0.25\ {\rm nm^2}\approx3.2\times10^{-4}\ {\rm nm^2},$$

$$C_{\rm abs}\approx12.57\times0.0496\times25\times0.00333\ {\rm nm^2}\approx0.052\ {\rm nm^2}.$$

Multiplying by $N$ gives the coefficients in m⁻¹:

| | 10 nm | 20 nm |
|---|---|---|
| $b_{\rm sca}$ | $8.67\times10^{-5}$ | $6.94\times10^{-4}$ |
| $b_{\rm abs}$ | $1.418\times10^{-2}$ | $1.418\times10^{-2}$ |
| sum | $1.427\times10^{-2}$ | $1.487\times10^{-2}$ |

With the small-sphere formulas the extinction rises by about 4 %, although the scattering has risen eightfold. The reason is the small initial share $s$ of scattering in the extinction, here 0.61 %. Adding the two contributions gives

$$\frac{b_{\rm ext}'}{b_{\rm ext}}=8s+(1-s)=1+7s=1+7\times0.0061\approx1.043.$$

After merging, the share is 4.7 %. The figure 1.043 treats absorption as exactly constant. Absorption makes up 99 % of the extinction, so its small finite-size rise of 0.8 % (part (d)) enters almost in full: $8.02\,s+1.008\,(1-s)\approx1.051$, a rise of about 5 %. Since $s$ is of order $x^3$ and this correction of order $x^2$, the correction weighs even more, relative to $7s$, for smaller spheres. For a powder without absorption, $s=1$ and the extinction itself would rise eightfold. In this example a measurement of transmitted light would hardly register the merging, whereas a detector of scattered light would. Such a detector also sees light scattered by the gas itself, which is neglected here. For air at room temperature and atmospheric pressure this background is about 7 % of the scattering by the 10 nm powder, and it must be subtracted before the factor 8 can be read off.

### (d) The cause, and the limits

**In-phase radiation.** Divide a merged sphere into eight equal parts. They lie within a small fraction of a wavelength, so their waves reach a distant detector almost in phase. The amplitudes add to 8 times that of one part, and the power is $8^2=64$ times as large. Eight parts far apart at random positions have random relative phases; their powers add on average, giving 8 times the power of one. The ratio is $64/8=8$. Heat is released locally, and each part of the solid contributes the same amount in either arrangement, because the inner field $3E/(\varepsilon+2)$ does not depend on the sphere's size.

This can be tested without any merging. Put eight equal dipoles at the corners of a cube, drive them with the incident wave alone, and integrate the radiated power over all directions. With an edge of 10 nm the power is 7.96 times that of eight isolated dipoles; with an edge of 10 000 nm it is 0.99 times for the beam direction chosen here, and within about 3 % of 1 for other beams perpendicular to the dipoles, which point along a cube edge. The first number lies slightly below 8 because small phase differences remain, the second slightly off 1 because the interference terms do not cancel completely.

It follows that touching spheres which have not fused should also scatter about eight times as much, apart from the effect of their fields on one another. A static model with one dipole per sphere, averaged over orientation, gives the following factors relative to isolated spheres:

- $2\times2\times2$ cube: scattering 8.06, absorption 1.01;
- straight chain of eight: scattering 9.02, absorption 1.13.

The model omits higher multipoles, which matter at contact. Including them in the static problem raises the scattering and absorption factors to about 8.6 and 1.12 for the cube, and to about 9.5 and 1.22 for the chain. The model also omits phase delays, which lower the scattering factor of the 80 nm chain by about 0.2. All these values are estimates for this $\varepsilon$. They show that the eightfold rise by itself does not prove that the particles have fused.

**Finite size.** The Mie series solves Maxwell's equations for a homogeneous sphere of any size. For merging in eights at the $\lambda$ and $m$ of part (c), it gives these factors:

| starting diameter | scattering | absorption |
|---|---|---|
| 10 nm | 8.02 | 1.008 |
| 20 nm | 8.09 | 1.03 |
| 40 nm | 8.36 | 1.13 |
| 80 nm | 8.97 | 1.51 |

For the 10 nm powder, the deviations from 8 and 1 are 0.3 % and 0.8 %. From 10 to 20 nm they grow about fourfold, as expected for a correction of order $x^2$. Constant absorption fails first: from 80 nm it is wrong by half, while the scattering factor is off by 12 %. The size that matters is that of the product, whose diameter is twice the one listed.

**Dilution.** Two spheres of diameter $d$ cannot have centres closer than $d$. Each thus excludes others from a volume $\tfrac43\pi d^3=8V$, which would hold $8VN=8f$ particles on average. The relative change in scattering through this interference is therefore about $8f$, or $10^{-6}$. The optical depth of the path is about $1.5\times10^{-3}$, so scattering a second time is also negligible.

**The real reactor.** The particle size, loading and optical constants used here are rough values chosen for tin dioxide powder. The least certain is $k$: it depends on defects, doping and temperature, and $0.01$ stands for a defective, slightly absorbing oxide. A clear oxide would have a much smaller $k$. With $k=0.001$, absorption would fall about tenfold to $1.4\times10^{-3}$ m⁻¹, $s$ would be about 6 %, and the extinction would rise by about 40 % instead of about 5 %. The factors 8 and 1 would stay. They do require that $k$ itself not change during merging: if annealing or a change in oxygen content raised it from 0.010 to 0.011, absorption would rise by 10 %. The particles of a real powder are also not all of equal size. The two variations show that this can change the scattering factor from 8 to 15 or to about 5.

## Variation 1: random coagulation

*Equal spheres collide and merge at random until the mean particle volume has risen eightfold. Every pair has the same merging rate constant $\beta$. By what factors do total scattering and absorption change?*

Measure volumes in units of the starting volume, and let $n_j$ be the number density of particles of volume $j$. Since $C_{\rm sca}\propto V^2$ and $C_{\rm abs}\propto V$, three sums are needed:

$$M_0=\sum_j n_j,\qquad M_1=\sum_j j\,n_j,\qquad M_2=\sum_j j^2n_j.$$

They give the number of particles, the absorption and the scattering. When particles $i$ and $j$ merge, $M_0$ falls by 1, $M_1$ is unchanged, and $M_2$ changes by $(i+j)^2-i^2-j^2=2ij$. Merging events occur at the rate $\tfrac12\beta\sum_{i,j}n_in_j$, where the factor $\tfrac12$ avoids counting pairs twice. Hence

$$\frac{dM_0}{dt}=-\tfrac12\beta M_0^2,\qquad \frac{dM_1}{dt}=0,\qquad \frac{dM_2}{dt}=\tfrac12\beta\sum_{i,j}2ij\,n_in_j=\beta M_1^2.$$

Initially all three sums equal $N_0$. Because $d(1/M_0)/dt=\beta/2$, integration gives

$$\frac{N_0}{M_0}=1+\frac{\beta N_0t}{2},\qquad \frac{M_2}{N_0}=1+\beta N_0t.$$

The first expression is the factor $g$ by which the mean volume has grown. Thus $\beta N_0t=2(g-1)$, and

$$\frac{M_2}{N_0}=2g-1=15\quad\text{for }g=8.$$

Absorption is unchanged, since $M_1$ is constant. A numerical solution of the rate equations for the individual $n_j$ also gives 15.000 and 1.000.

Scattering nearly doubles compared with merging in groups of exactly eight, at the same mean volume. Random merging leaves some particles small and makes others large, and the square of the volume favours the large ones. A scattering measurement interpreted with equal spheres would thus give a volume factor of 15 when the mean has grown by 8. The value 15 belongs to a constant $\beta$; a rate that depends on size leads to another distribution and generally another factor. The particles that dominate the scattering must still be small against the wavelength.

## Variation 2: a powder with an initial spread

*The starting spheres have different volumes. Groups of eight, drawn at random, merge into single spheres. What are the factors now?*

Let $V_1,\dots,V_8$ be the volumes in one group, drawn independently from the same distribution. Before merging, the group's scattering is proportional on average to $8\langle V^2\rangle$. Afterwards it is proportional to

$$\Big\langle\Big(\sum_iV_i\Big)^2\Big\rangle=8\langle V^2\rangle+56\langle V\rangle^2,$$

because the square contains 8 terms $V_i^2$ and $8\times7=56$ products of different, independent volumes. With $p=\langle V^2\rangle/\langle V\rangle^2$, the scattering factor is

$$\frac{8\langle V^2\rangle+56\langle V\rangle^2}{8\langle V^2\rangle}=1+\frac7p.$$

Absorption follows the sum of the volumes and stays constant.

For equal spheres $p=1$ and the factor is 8. Any spread makes $p>1$ and lowers it. For very large $p$ it approaches 1: a few large particles then dominate the scattering from the start, and adding small ones to them changes little.

As an example, take a lognormal distribution of diameters with geometric standard deviation $\sigma_g=1.3$. Since $V\propto d^3$, $\ln V$ is normally distributed with standard deviation $\sigma=3\ln\sigma_g$. A lognormal variable with median $V_m$ has $\langle V^r\rangle=V_m^r e^{r^2\sigma^2/2}$, so

$$p=\frac{e^{2\sigma^2}}{e^{\sigma^2}}=e^{\sigma^2}=e^{9\ln^2\sigma_g}=1.858,\qquad 1+\frac{7}{1.858}=4.77.$$

Random sampling of 200 000 groups gives 4.77 as well. A moderate spread in the starting diameters thus lowers the factor from 8 to less than 5, whereas random coagulation of equal spheres raises it to 15. At fixed mass, total scattering is proportional to $\langle V^2\rangle/\langle V\rangle=p\,\langle V\rangle$. To infer the growth of the mean volume from scattered light, one therefore needs to know how $p$ has changed. The numerical output below lists most of the values used here.

## Calculated quantities

```
wavelength 633 nm; n 2.0; k 0.01
density 7.0 g/cm3; loading 1.0 g/m3; path 0.1 m
powder volume fraction 1.429e-07
(eps-1)/(eps+2) = 0.5000 + 0.00333 i
before: diameter 10.0 nm, volume 523.6 nm3
before: size parameter x 0.0496, |m|x 0.0993
before: number density 2.728e+11 1/cm3
before: C_sca 3.177e-04 nm2, C_abs 5.197e-02 nm2
before: b_sca 8.668e-05 1/m, b_abs 1.418e-02 1/m
before: extinction 1.427e-02 1/m
before: scattered share of extinction 0.61 %
before: optical depth of path 1.43e-03
after: diameter 20.0 nm, volume 4188.8 nm3
after: size parameter x 0.0993, |m|x 0.1985
after: number density 3.410e+10 1/cm3
after: C_sca 2.033e-02 nm2, C_abs 4.158e-01 nm2
after: b_sca 6.935e-04 1/m, b_abs 1.418e-02 1/m
after: extinction 1.487e-02 1/m
after: scattered share of extinction 4.66 %
after: optical depth of path 1.49e-03
Rayleigh factors: scattering 8.000, absorption 1.000
extinction factor 1.0425
Mie factors (scattering, absorption) by starting diameter:
  1 nm: 8.0002, 1.0001
  10 nm: 8.0236, 1.0080
  20 nm: 8.0937, 1.0320
  40 nm: 8.3614, 1.1282
  80 nm: 8.9730, 1.5122
eight dipoles, power over that of eight isolated ones:
  spacing 10 nm: 7.961; spacing 10000 nm: 0.992
touching unfused spheres, static dipole model (scattering, absorption):
  2x2x2 cube: 8.058, 1.011
  straight chain: 9.017, 1.130
random coagulation: mean volume factor 8.000
  scattering factor 15.000, absorption factor 1.000
initial lognormal spread 1.3: <V^2>/<V>^2 = 1.858
  scattering factor: formula 4.767, sampled 4.772
excluded-volume interference, relative size 1.12e-06
absorption factor if k rises from 0.010 to 0.011: 1.1000
```
